# Mobility for a Constant Mean Free Path: Drifted Maxwellian Versus Boltzmann Equation

## Problem

Carriers of mass $m$ and charge magnitude $e$ occupy one parabolic, isotropic band, $E=p^2/2m$. They are nondegenerate and in equilibrium with a lattice at temperature $T$. Scattering is elastic and isotropic, with the relaxation time

$$\tau(E)=\tau_0\left(\frac{E}{kT}\right)^{-1/2}.$$

A weak, steady, uniform field of magnitude $F$ is applied. Collisions between carriers are negligible. Find the mobility $\mu$, the drift velocity divided by $F$.

Since the speed $v$ is proportional to $E^{1/2}$, the product $v\tau$ does not depend on energy. The law therefore describes a constant mean free path

$$\ell=v\tau=\tau_0\sqrt{\frac{2kT}{m}} .$$

Acoustic phonons lead to it when their energies are small compared with $kT$. For deformation-potential coupling, the squared matrix element varies as $q^2N_q/\omega_q$, where $q$ is the phonon wave number and $N_q\approx kT/\hbar\omega_q$ the occupation. With $\omega_q\propto q$ the dependence on $q$ cancels. Scattering is then isotropic, and its rate follows the density of final states, which varies as $E^{1/2}$.

**Conventions.** The $z$ axis points along the force $eF$ on a carrier, so drift velocities and mobilities are positive for either sign of charge. Units are Gaussian; the form $e\tau/m$ is the same in SI. The equilibrium distribution $f_0\propto e^{-E/kT}$ is normalized so that $\int f_0\,d^3p=n$, the carrier density.

## A tempting solution

A field sets the carriers drifting, so take the equilibrium distribution and shift it rigidly by a drift velocity $u$:

$$f\propto\exp\left[-\frac{(\mathbf p-mu\hat{\mathbf z})^2}{2mkT}\right].$$

Expanding the square gives a factor $\exp(up_z/kT)$ and a factor that is of second order in $u$. To first order, with $p_z=mv_z$,

$$f=f_0+f_1,\qquad f_1=\frac{mu\,v_z}{kT}f_0 .$$

The single unknown $u$ follows from momentum balance. Isotropic elastic scattering removes carriers from a state at the rate $f/\tau$ and returns them evenly over the same energy shell. The collision term is therefore $(\bar f-f)/\tau$, where $\bar f$ is the average of $f$ over the shell. Because $f_1\propto v_z$ averages to zero on a shell, the collision term is $-f_1/\tau$, and the steady Boltzmann equation reads, to first order in the field,

$$eF\frac{\partial f_0}{\partial p_z}=-\frac{f_1}{\tau(E)}. \tag{1}$$

Multiply (1) by $p_z$ and integrate over momentum. Integration by parts turns the left side into $-neF$, so

$$neF=\int p_z\frac{f_1}{\tau}\,d^3p=\frac{m^2u}{kT}\int \frac{v_z^2}{\tau}f_0\,d^3p. \tag{2}$$

Integrals of this type are needed for a general function $A(E)$. The average of $v_z^2$ over a shell is $v^2/3=2E/3m$, and $d^3p\propto E^{1/2}dE$. With $x=E/kT$,

$$\frac1n\int v_z^2A f_0\,d^3p
=\frac{2kT}{3m}\,\frac{\int_0^\infty A\,x^{3/2}e^{-x}dx}{\Gamma(3/2)}
=\frac{kT}{m}\langle A\rangle, \tag{3}$$

$$\langle A\rangle\equiv\frac{1}{\Gamma(5/2)}\int_0^\infty A\,x^{3/2}e^{-x}dx .$$

The last step in (3) uses $\Gamma(5/2)=\tfrac32\Gamma(3/2)$. The average is normalized: $\langle1\rangle=1$.

Equation (2) becomes $eF=mu\langle1/\tau\rangle$. Here $1/\tau=x^{1/2}/\tau_0$, and $\Gamma(5/2)=\tfrac32\cdot\tfrac12\sqrt\pi=3\sqrt\pi/4$, so

$$\left\langle\frac1\tau\right\rangle=\frac{1}{\tau_0}\frac{\Gamma(3)}{\Gamma(5/2)}
=\frac{1}{\tau_0}\frac{2}{3\sqrt\pi/4}=\frac{8}{3\sqrt\pi\,\tau_0}.$$

The mobility found in this way is

$$\mu_{\rm DM}=\frac uF=\frac{e}{m\langle1/\tau\rangle}=\frac{3\sqrt\pi}{8}\,\frac{e\tau_0}{m}\approx0.665\,\frac{e\tau_0}{m}.$$

## Where it goes wrong

The momentum balance (2) is correct, and so are the integrals. The fault is the assumed shape of $f_1$. To see it, put the shifted distribution back into (1). Since $\partial f_0/\partial p_z=-v_zf_0/kT$, the two sides are

$$-\frac{eF\,v_z}{kT}f_0\qquad\text{and}\qquad-\frac{mu\,v_z}{kT\,\tau(E)}f_0 .$$

They agree only if $eF=mu/\tau(E)$ at every energy. With one number $u$ and an energy-dependent $\tau$ this is impossible. The choice of $u$ made above satisfies the condition on average, and that is all momentum balance can ensure: it is a single moment of (1). It fixes the size of $f_1$ once the shape is known, but it does not determine the shape.

## Correct solution

Equation (1) needs no assumption about shape, because it can be solved for $f_1$ at each energy:

$$f_1=\frac{eF\,\tau(E)\,v_z}{kT}f_0. \tag{4}$$

This function is proportional to $v_z$ on each shell, as the collision term $-f_1/\tau$ requires. An isotropic addition to $f$ would not alter (1) and would carry no current, so the current is fixed.

Comparison with the shifted Maxwellian shows what has changed. Each energy shell is now shifted by its own velocity, $u(E)=eF\tau(E)/m$, instead of a common $u$. This shift is not the mean velocity of the carriers on the shell: averaging $v_z$ over the shell gives $(2E/3kT)\,u(E)$, which for the present law rises with energy although $u(E)$ falls. The mean drift velocity follows from (4) and (3):

$$\frac1n\int v_zf_1\,d^3p=\frac{eF}{kT}\cdot\frac{kT}{m}\langle\tau\rangle=\frac{eF}{m}\langle\tau\rangle .$$

With $\tau=\tau_0x^{-1/2}$,

$$\langle\tau\rangle=\tau_0\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4}{3\sqrt\pi}\,\tau_0,$$

and therefore

$$\boxed{\mu=\frac{4}{3\sqrt\pi}\,\frac{e\tau_0}{m}\approx0.752\,\frac{e\tau_0}{m}}$$

The ratio to the tempting answer is

$$\frac{\mu}{\mu_{\rm DM}}=\langle\tau\rangle\left\langle\frac1\tau\right\rangle
=\frac{4}{3\sqrt\pi}\cdot\frac{8}{3\sqrt\pi}=\frac{32}{9\pi}\approx1.132 .$$

The drifted Maxwellian gives a mobility 11.6 % below the correct one. The result is exact for the linearized Boltzmann equation of the stated model.

The correct $f_1$ also obeys momentum balance. Inserting (4) into (2) gives $(meF/kT)\int v_z^2f_0\,d^3p=neF$, as it must. Two different distributions thus pass the same balance and carry different currents.

The elastic result can also be approached from a model that does not assume a relaxation time. Take acoustic phonons with sound velocity $s$, include absorption and emission with the true phonon energies, and let energy conservation fix each scattering angle. The departure from elastic scattering is measured by $\delta=s\sqrt{2m/kT}$. A numerical solution of that Boltzmann equation at $\delta=0.04$ gives a mobility of 0.7530 in units of $e\tau_0/m$. Momentum balance with the same transitions gives 0.6653, and the ratio is 1.1319. All three lie within about 0.1 % of the elastic values.

## Why the error has this sign

For any positive $\tau(E)$ with finite averages, the Cauchy–Schwarz inequality gives

$$1=\left\langle\tau^{1/2}\,\tau^{-1/2}\right\rangle^2\le\langle\tau\rangle\left\langle\frac1\tau\right\rangle ,$$

with equality only when $\tau$ is constant. Within this model, then, the drifted Maxwellian cannot overestimate the mobility, whether $\tau$ rises or falls with energy.

The two formulas correspond to two ways of combining energy shells. With elastic scattering and no carrier–carrier collisions, each shell responds to the field independently. The shells add like conductors in parallel, and $\tau$ is averaged. A common drift velocity ties the shells together, so that their friction adds as in a series circuit, and $1/\tau$ is averaged.

For the present law the shift $u(E)$ equals the common shift $u$ when $x^{-1/2}=3\sqrt\pi/8$, that is, at

$$x=\frac{64}{9\pi}\approx2.26 .$$

Below this energy the carriers really drift faster than the shifted Maxwellian allows; above it they drift more slowly. The shifted distribution assigns too much momentum to the fast carriers, which scatter most often. The friction per unit of drift is then too large, and the balance is reached at too small a velocity.

The size of the error depends on the energy law. For $\tau\propto E^{3/2}$, which describes Coulomb scattering by ionized impurities when the slowly varying logarithm is held constant, the same integrals give

$$\langle\tau\rangle\left\langle\frac1\tau\right\rangle=\frac{\Gamma(4)\,\Gamma(1)}{\Gamma(5/2)^2}=\frac{6}{9\pi/16}=\frac{32}{3\pi},$$

three times the factor for a constant mean free path.

In a strongly degenerate gas the difference disappears. The weight $e^{-x}$ comes from $-\partial f_0/\partial E$, which there becomes a narrow peak at the Fermi energy. A smooth $\tau$ is nearly constant across that peak, and the product of averages tends to 1.

## When the drifted Maxwellian is right

Collisions between carriers in one parabolic band conserve their total momentum but redistribute it among energies. A simple model lets $f_1$ relax at a rate $\nu$ toward the drifted Maxwellian that has the same total momentum. Write

$$f_1=\frac{eF\,\tau_d(E)\,v_z}{kT}f_0 ,$$

where $\tau_d(E)$ is to be found. By (3) the mean drift velocity is $eF\langle\tau_d\rangle/m$, so the added collision term is $-\nu(eFv_z/kT)(\tau_d-\langle\tau_d\rangle)f_0$. Put this into (1) and divide by the common factor $eFv_zf_0/kT$:

$$\frac{\tau_d}{\tau}+\nu\left(\tau_d-\langle\tau_d\rangle\right)=1 .$$

Solving for $\tau_d$ gives

$$\tau_d=\left(1+\nu\langle\tau_d\rangle\right)\frac{\tau}{1+\nu\tau}.$$

Average both sides and collect $\langle\tau_d\rangle$. Because $1-\nu\langle\tau/(1+\nu\tau)\rangle=\langle1/(1+\nu\tau)\rangle$,

$$\mu=\frac em\langle\tau_d\rangle=\frac em\,
\frac{\langle\tau/(1+\nu\tau)\rangle}{\langle1/(1+\nu\tau)\rangle}.$$

For $\nu\to0$ this is $e\langle\tau\rangle/m$. For $\nu\to\infty$ the numerator tends to $1/\nu$ and the denominator to $\langle1/\tau\rangle/\nu$, which leaves $e/(m\langle1/\tau\rangle)$, the drifted-Maxwellian mobility. Between the limits, a numerical solution gives 0.744, 0.709 and 0.674 in units of $e\tau_0/m$ for $\nu\tau_0=0.1$, 1 and 10. The shifted distribution is therefore the proper starting point when carriers exchange momentum with one another much faster than they lose it to the lattice.

## Numbers for electrons in cold silicon

Take rough values in the regime of high-purity n-type silicon at 100 K: $m=0.26\,m_e$, with $m_e$ the free-electron mass, $\ell=200$ nm, carrier and ionized-impurity densities of $10^{13}$ cm$^{-3}$, and a field of 5 V/cm. The speed $\sqrt{2kT/m}$ is $1.08\times10^7$ cm/s, so

$$\tau_0=\frac{2.00\times10^{-5}\ \text{cm}}{1.08\times10^7\ \text{cm/s}}=1.85\ \text{ps},\qquad \frac{e\tau_0}{m}\approx12\,530\ \text{cm}^2/\text{Vs}.$$

The two mobilities are

$$\mu=0.752\times12\,530\approx9.4\times10^3\ \text{cm}^2/\text{Vs},$$

$$\mu_{\rm DM}=0.665\times12\,530\approx8.3\times10^3\ \text{cm}^2/\text{Vs}.$$

In Gaussian units they are $2.8\times10^6$ and $2.5\times10^6$ cm$^2$/(statV s). The drift velocities are $4.7\times10^4$ and $4.2\times10^4$ cm/s, and the crossover energy is 19.5 meV. Used in reverse, to extract a mean free path from a given mobility at fixed $m$ and $T$, the drifted-Maxwellian formula would make $\ell$ too long by the factor 1.13.

A mobility of roughly $10^4$ cm$^2$/Vs is typical of such material at this temperature. The mean free path was chosen to lie in that regime, so the agreement does not confirm the model. Real silicon departs from the model in several ways. The following estimates, relative to the model's $\mu$, show the effects of other scatterers and of the acoustic-phonon energy; the shape of the band is treated further below:

- Ionized impurities, treated as screened Coulomb centres in the Born approximation, lower $\mu$ by 1.3 %. This is a rough figure, because $e^2/\kappa\hbar v\approx1.7$ at $E=kT$ (with dielectric constant $\kappa=11.7$), while the approximation requires a small value. Coulomb phase shifts give about 0.9 %.
- Intervalley phonons of 20 and 60 meV, with rough couplings of $10^8$ and $10^9$ eV/cm and one final valley each, lower it by 2.7 % and 0.9 %. Real silicon has more intervalley phonons than these; sets of six with commonly used couplings lower $\mu$ by about 8 to 10 % in total at this $\tau_0$. The share grows with $\tau_0$: an acoustic deformation potential of 9 eV, often paired with such a set, gives $\tau_0\approx3.1$ ps and a lowering of about 12 %.
- The impurities (in the Born approximation) and the 20 and 60 meV phonons together lower it by 4.8 % and raise the ratio $\mu/\mu_{\rm DM}$ to 1.16. The momentum-balance value suffers more from them than the correct one.
- The finite energy of the acoustic phonons, with $s=9\times10^5$ cm/s and hence $\delta=0.17$, raises $\mu$ by 1.8 % and leaves the ratio at 1.13.

Intervalley scattering gains weight at higher temperature, and impurity scattering at heavier doping. When either is strong, the law $\tau\propto E^{-1/2}$ can no longer be taken as the whole description.

The assumptions of negligible carrier–carrier collisions, a weak field and a nondegenerate gas hold well for these numbers. If $\nu$ is set equal to the impurity scattering rate at $E=kT$, an order-of-magnitude estimate since the two densities are equal, then $\nu\tau_0\approx0.007$ and the relaxation model above lowers the mobility by about 0.1 %. A Landau operator for Coulomb collisions of the same strength, whose rate depends on velocity, lowers it by about 0.2 %; the estimate to first order in the collision strength, 0.36 %, is an upper bound. The sample is thus far from the regime in which carrier–carrier collisions would justify the shifted Maxwellian. The field heats the carriers by about 0.1 % of $T$, and the ratio of carrier density to effective density of band states is $2\times10^{-6}$.

The assumption of one isotropic band does not hold: silicon has six equivalent ellipsoidal valleys, with masses of roughly 0.92 $m_e$ along the long axis and 0.19 $m_e$ across it. The shell average of $v_i^2$ along principal axis $i$ is $2E/3m_i$. If the collision term is still $-f_1/\tau$ with $\tau$ depending on energy alone, the derivation holds with $m$ replaced by $m_i$, and the ratio $32/9\pi$ survives in each valley. The mobility averaged over equivalent valleys contains the mean of $1/m_i$, which defines a conductivity mass of 0.258 $m_e$, close to the value used.

A further error arises if one drift velocity is imposed on all valleys at once. The total friction then contains the mean of $m_i$ in place of the inverse of the mean of $1/m_i$. The momentum-balance mobility drops by another factor

$$\frac{0.92+2(0.19)}{3}\cdot\frac{1}{0.258}\approx1.68,$$

which is a larger error than the one caused by the energy dependence of $\tau$. The remaining figures are in the numerical output below.

## Calculated quantities

```
GENERAL RESULTS (mobility in units of e tau0/m)
exact, quadrature: 0.75225
drifted Maxwellian, quadrature: 0.66467
ratio exact/drifted: 1.13177; 32/(9 pi) = 1.13177
shortfall of drifted Maxwellian: 11.64 %
crossover energy E/kT: 2.2635
phonon Boltzmann solve, delta=0.04: exact 0.7530
  same, drifted 0.6653, ratio 1.1319
carrier-carrier rate nu*tau0 = 0: mobility 0.7523
carrier-carrier rate nu*tau0 = 0.1: mobility 0.7436
carrier-carrier rate nu*tau0 = 1: mobility 0.7092
carrier-carrier rate nu*tau0 = 10: mobility 0.6738
carrier-carrier rate nu*tau0 = 10000: mobility 0.6647
EXAMPLE INPUTS (rough, high-purity n-type silicon regime)
temperature: 100 K; kT = 8.617 meV
mass: 0.26 m_e; mean free path: 200 nm
carrier and impurity density: 1.0e+13 cm^-3
field: 5.0 V/cm; sound velocity: 9.0e+05 cm/s
mass density: 2.33 g/cm^3; dielectric constant: 11.7
EXAMPLE RESULTS
speed sqrt(2kT/m): 1.080e+07 cm/s
tau0: 1.8523 ps
e tau0/m: 12530 cm^2/Vs
exact mobility: 9426 cm^2/Vs
  = 2.8258e+06 cm^2/(statV s)
drifted-Maxwellian mobility: 8328 cm^2/Vs
  = 2.4968e+06 cm^2/(statV s)
drift velocity, exact: 4.713e+04 cm/s
drift velocity, drifted Maxwellian: 4.164e+04 cm/s
crossover energy: 19.51 meV
NEGLECTED EFFECTS (change of exact mobility)
inelasticity parameter delta: 0.1667
phonon inelasticity: +1.81 %
  ratio exact/drifted with it: 1.1338
ionized impurities: -1.29 %
20 meV intervalley phonon, 1e8 eV/cm: -2.72 %
60 meV intervalley phonon, 1e9 eV/cm: -0.93 %
these three together: -4.77 %
  ratio exact/drifted with them: 1.1583
carrier-carrier estimate nu*tau0: 0.00691
  mobility change: -0.091 %
field heating (Te-T)/T: 0.082 %
degeneracy, density/band states: 1.89e-06
masses along valley axes: 0.92, 0.19 m_e
conductivity mass: 0.2583 m_e; density-of-states mass: 0.3214 m_e
ratio in ellipsoidal valley: long axis 1.1318, short 1.1318
extra lowering factor, one drift for all valleys: 1.677
```
